\section*{Exponential Saturation of a Stirred Liquid by a Dissolving Solid Metal}

\section{Dissolution through a film of constant thickness}

To compute how much thickness an iron part loses in a bath of molten copper, one must first decide whether the loss may be taken as proportional to time. It may as long as the concentration difference that drives the dissolution has changed little since the start. Otherwise the dissolved iron slows further dissolution, and a constant rate overstates the damage. The time that separates the two regimes follows from the geometry of the bath and the transport of solute near the solid.

\subsection{The model and the flux}

A solid metal of density $\rho_s$ exposes a flat face of area $A$ to a liquid. Stirring keeps a bulk volume $V$ at a uniform solute concentration $c(t)$, measured as mass per volume. Between this bulk and the solid lies a film of thickness $\delta$, in which solute moves by diffusion with diffusivity $D$. The film follows the surface as the solid recedes. The temperature, $A$, $V$, $D$ and $\delta$ are constant, and the solution is dilute. The liquid touching the solid is saturated, with concentration $c_s$, and the bath starts at $c(0)=c_0<c_s$. The equations are classical and hold in any consistent units.

Let $x$ run from the solid into the liquid, and let $g(x,t)$ be the concentration in the film. Fick's law gives the flux $J=-D\,\partial g/\partial x$, positive away from the solid. Conservation of solute, $\partial g/\partial t=-\partial J/\partial x$, then gives
\begin{equation}
\frac{\partial g}{\partial t}=D\frac{\partial^2 g}{\partial x^2},\qquad g(0,t)=c_s,\quad g(\delta,t)=c(t).
\label{film}
\end{equation}
Suppose for the moment that $c$ is held fixed. The steady solution has zero second derivative, so it is a straight line, fixed by its two end values:
\begin{equation}
g(x)=c_s-(c_s-c)\frac{x}{\delta}.
\label{line}
\end{equation}
Any departure from this line vanishes at both ends. It is therefore a sum of terms $\sin(n\pi x/\delta)\,e^{-n^2\pi^2Dt/\delta^2}$ with $n=1,2,\dots$, and the slowest one decays in the time
\begin{equation}
t_{\rm film}=\frac{\delta^2}{\pi^2D}.
\label{tfilm}
\end{equation}
If $c_s-c$ changes by only a small fraction of itself during $t_{\rm film}$, the profile, once established, stays close to \eqref{line} while $c$ drifts. This is the quasi-steady approximation. The slope of \eqref{line} is $-(c_s-c)/\delta$, so
\begin{equation}
J=k(c_s-c),\qquad k=\frac{D}{\delta}.
\label{flux}
\end{equation}
The mass-transfer coefficient $k$ has the dimension of a velocity.

\subsection{The exponential law}

The solute leaving the film enters the bulk. Its mass there is $Vc$, and $V$ is constant, so
\begin{equation}
V\frac{dc}{dt}=AJ=Ak(c_s-c).
\label{balance}
\end{equation}
Define the undersaturation $u=c_s-c$. Because $c_s$ is constant, $du/dt=-dc/dt$, and \eqref{balance} becomes
\begin{equation}
\frac{du}{dt}=-\frac{u}{\tau},\qquad \tau=\frac{V}{kA}=\frac{V\delta}{DA}.
\label{tau}
\end{equation}
Dividing by $u$ and integrating from $0$ to $t$ gives $\ln[u(t)/u(0)]=-t/\tau$. With $u(0)=c_s-c_0$,
\begin{equation}
c(t)=c_s-(c_s-c_0)\,e^{-t/\tau}.
\label{law}
\end{equation}
The exponential arises because the driving difference and the rate at which it shrinks are proportional. The completed fraction of the approach is $f=(c-c_0)/(c_s-c_0)=1-e^{-t/\tau}$, so it is reached at
\begin{equation}
t_f=-\tau\ln(1-f).
\label{tf}
\end{equation}
This time does not depend on $c_s$ or $c_0$. The mass dissolved by the end, $V(c_s-c_0)$, does depend on them, but $V/A$ and $k$ alone set how fast the bath approaches its limit.

The quasi-steady step can now be judged. From \eqref{tau},
\begin{equation}
\frac{\delta^2/D}{\tau}=\frac{\delta^2}{D}\,\frac{DA}{V\delta}=\frac{A\delta}{V}\equiv\varepsilon .
\label{eps}
\end{equation}
The ratio of the diffusion time $\delta^2/D=\pi^2t_{\rm film}$ to the bath time $\tau$ equals the ratio of the film volume to the bulk volume. A film that holds little solute is thus also one that adjusts quickly, and \eqref{law} requires $\varepsilon\ll1$.

\subsection{Recession of the solid and the thin plate}

Let $h(t)$ be the thickness lost. The solid loses mass $\rho_s\,dh/dt$ per area and time, and this equals $J$ when storage in the film is neglected. Inserting \eqref{law} in \eqref{flux},
\begin{equation}
\frac{dh}{dt}=\frac{k(c_s-c_0)}{\rho_s}\,e^{-t/\tau}.
\end{equation}
Integration from $h(0)=0$ produces a factor $\tau$, and $k\tau=V/A$. Hence
\begin{equation}
h(t)=h_\infty\left(1-e^{-t/\tau}\right),\qquad h_\infty=\frac{V}{A}\,\frac{c_s-c_0}{\rho_s}.
\label{recession}
\end{equation}
For $t\ll\tau$, the expansion $1-e^{-t/\tau}=t/\tau-t^2/(2\tau^2)+\dots$ gives the constant-rate estimate $h\approx h_\infty t/\tau$. To leading order this exceeds the result \eqref{recession} by the fraction $t/(2\tau)$. Relative to \eqref{recession}, a constant rate is therefore too high by about 5\,\% at $t=0.1\,\tau$, and by less before. Both expressions neglect the metal that dissolves to fill the film at the start. For a film that starts at $c_0$ this adds about $\varepsilon h_\infty/3$ to the early loss, so the constant rate in fact understates the loss until $t\approx\tau\sqrt{2\varepsilon/3}$. For $\varepsilon=0.005$ that is about $0.06\,\tau$, and the excess at $0.1\,\tau$ is then 3\,\% instead of 5\,\%.

A plate of thickness $h_0<h_\infty$, attacked on one face, cannot saturate the bath. Setting $h(t^*)=h_0$ in \eqref{recession} gives $e^{-t^*/\tau}=1-h_0/h_\infty$, or
\begin{equation}
t^*=-\tau\ln\left(1-\frac{h_0}{h_\infty}\right).
\label{life}
\end{equation}
After $t^*$ the source is gone and, if the solute held in the film is neglected, the concentration stays at $c_0+\rho_sh_0A/V$. In this model $t^*$ grows without bound as $h_0$ approaches $h_\infty$ from below, since the last of the metal dissolves into a nearly saturated liquid. Close to this limit \eqref{life} is unreliable, because even a small correction to $h_\infty$ then changes $t^*$ greatly.

\subsection{A surface that is not saturated}

Local equilibrium can fail if atoms leave the solid slowly. Let the liquid at the surface have concentration $c_i<c_s$, and let the detachment flux be $k_r(c_s-c_i)$, with a constant $k_r$. In the quasi-steady state the same flux crosses the film:
\begin{equation}
J=k_r(c_s-c_i)=k(c_i-c).
\end{equation}
Therefore $c_s-c_i=J/k_r$ and $c_i-c=J/k$. Adding the two eliminates $c_i$:
\begin{equation}
J=k_{\rm eff}(c_s-c),\qquad \frac1{k_{\rm eff}}=\frac1k+\frac1{k_r}.
\label{series}
\end{equation}
The steps from \eqref{balance} to \eqref{law} are unchanged, with $k_{\rm eff}$ in place of $k$. For $k_r\gg k$ the film controls the rate, and for $k_r\ll k$ the surface does. An exponential record of $c(t)$ therefore does not identify the slow step. Changing the stirring at fixed temperature helps to identify it: this changes $k$, but it changes $\tau$ appreciably only if the film contributes appreciably to the resistance.

\subsection{Solute stored in the film}

The error of the quasi-steady step follows from solving \eqref{film} together with the bath. Write $w(x,t)=c_s-g(x,t)$, so that $w(0,t)=0$ and $w(\delta,t)=u(t)$. The bath receives the flux $-D\,\partial g/\partial x=D\,\partial w/\partial x$ at $x=\delta$, while $dc/dt=-du/dt$. Hence
\begin{equation}
V\frac{du}{dt}=-DA\left.\frac{\partial w}{\partial x}\right|_{x=\delta}.
\label{bath}
\end{equation}
A mode $w=\sin(zx/\delta)\,e^{-\lambda t}$ satisfies the diffusion equation if $\lambda=Dz^2/\delta^2$. Equation \eqref{bath} then requires
\begin{equation}
V\frac{Dz^2}{\delta^2}\sin z=DA\frac{z}{\delta}\cos z
\quad\Longrightarrow\quad z\tan z=\varepsilon .
\label{root}
\end{equation}
For small $\varepsilon$ the smallest root is small. With $z\tan z=z^2+z^4/3+\dots$, one finds $z^2=\varepsilon-\varepsilon^2/3+\dots$. Since $D\varepsilon/\delta^2=1/\tau$,
\begin{equation}
\lambda=\frac1\tau\left(1-\frac{\varepsilon}{3}+\dots\right).
\label{slow}
\end{equation}
The film must be filled as well as the bath, which slows the approach.

The amplitude of this mode follows from a projection. For two mode shapes $a(x)$ and $b(x)$ with rates $\lambda_a\neq\lambda_b$, define
\begin{equation}
\langle a,b\rangle=\int_0^\delta ab\,dx+\frac VA\,a(\delta)b(\delta).
\end{equation}
The diffusion equation gives $Da''=-\lambda_aa$, and \eqref{bath} gives $Da'(\delta)=(V/A)\lambda_aa(\delta)$; the same holds for $b$. Integrating $D(ab''-ba'')$ over the film in two ways yields
\begin{equation}
(\lambda_a-\lambda_b)\int_0^\delta ab\,dx=D\,[ab'-ba']_{x=\delta}=(\lambda_b-\lambda_a)\frac VA\,a(\delta)b(\delta),
\end{equation}
so $\langle a,b\rangle=0$. Let the film start at $c_0$, like the bath, so that $w=c_s-c_0$ everywhere in the liquid. With $a=\sin(zx/\delta)$, the slow mode contributes to $u/(c_s-c_0)$ in the bulk with amplitude
\begin{equation}
B=\frac{a(\delta)\,\langle a,1\rangle}{\langle a,a\rangle}
=\frac{1+\varepsilon\,\dfrac{1}{\delta\sin z}\displaystyle\int_0^\delta a\,dx}{1+\varepsilon\,\dfrac{1}{\delta\sin^2z}\displaystyle\int_0^\delta a^2dx}.
\end{equation}
Numerator and denominator have been divided by $(V/A)\sin^2z$. To leading order $a/\sin z=x/\delta$, so the two integral terms are $\varepsilon/2$ and $\varepsilon/3$, and $B=1+\varepsilon/6+\dots$. The other modes decay on the film time scale. Thereafter, with $s=t/\tau$,
\begin{equation}
\frac{u}{c_s-c_0}-e^{-s}\approx\varepsilon\left(\frac16+\frac s3\right)e^{-s}.
\label{error}
\end{equation}
The derivative of the right side is $\varepsilon(1/6-s/3)e^{-s}$, so the maximum lies at $s=1/2$ and equals $(\varepsilon/3)e^{-1/2}\approx0.20\,\varepsilon$. The true concentration lags behind \eqref{law} by at most about this fraction of $c_s-c_0$.

\subsection{Finite concentration}

Dissolving metal adds volume to the liquid and drives a flow through the film. Assume that volumes add and that the solute occupies the same volume in the liquid as in the solid. Its volume fraction is then $\phi=c/\rho_s$, with $\phi_s=c_s/\rho_s$ at the surface and $\phi_b$ in the bulk. In the frame of the receding surface no solvent crosses into the solid. In the quasi-steady film the solvent flux is then zero throughout, and the whole volume flux $v=dh/dt$ is solute:
\begin{equation}
\phi v-D\frac{d\phi}{dx}=v
\quad\Longrightarrow\quad
\frac{d\phi}{1-\phi}=-\frac vD\,dx .
\end{equation}
Integration across the film gives $\ln[(1-\phi_s)/(1-\phi_b)]=-v\delta/D$, or
\begin{equation}
\frac{dh}{dt}=k\ln\frac{1-\phi_b}{1-\phi_s}.
\label{stefan}
\end{equation}
For small fractions this reduces to $k(\phi_s-\phi_b)$, in agreement with \eqref{flux}.

Let the liquid start pure, with volume $V$. After a recession $h$ its volume is $V+Ah$, so $\phi_b=Ah/(V+Ah)$ and $1-\phi_b=1/(1+y)$ with $y=Ah/V$. Since $k\tau=V/A$, equation \eqref{stefan} becomes
\begin{equation}
\frac{dy}{ds}=-\ln[(1-\phi_s)(1+y)],\qquad y_\infty=\frac{\phi_s}{1-\phi_s}.
\label{full}
\end{equation}
The dilute model gives $y_\infty=\phi_s$, so the final recession rises by the factor $1/(1-\phi_s)$. Near the end, put $y=y_\infty-\eta$. The argument of the logarithm is then $1-(1-\phi_s)\eta$, and $d\eta/ds\approx-(1-\phi_s)\eta$: the last part of the approach is slower by the fraction $\phi_s$.

\subsection{Iron in a stirred copper bath}

Take rough typical values for solid iron in liquid copper at 1400\,K: $D=5\times10^{-5}$\,cm$^2$/s, $c_s=0.24$\,g/cm$^3$ and $\rho_s=7.4$\,g/cm$^3$. The bath is initially pure, with $V/A=1$\,cm and $\delta=50$\,\textmu m. Then
\begin{align}
k&=\frac{5\times10^{-5}}{50\times10^{-4}}=0.010\ \text{cm/s},&
\tau&=\frac{1}{0.010}=100\ \text{s},\\
h_\infty&=1\times\frac{0.24}{7.4}=0.0324\ \text{cm}=324\ \text{\textmu m}.
\end{align}
At $t=\tau$, $c=0.24\,(1-e^{-1})=0.152$\,g/cm$^3$. Equations \eqref{law} and \eqref{recession} give

\begin{center}
\begin{tabular}{ccc}
$t$ (s) & $c$ (g/cm$^3$) & $h$ (\textmu m)\\
50 & 0.094 & 128\\
100 & 0.152 & 205\\
200 & 0.208 & 280\\
300 & 0.228 & 308
\end{tabular}
\end{center}

By \eqref{tf}, 90\,\% of saturation takes $100\ln10=230$\,s, and 99\,\% takes twice as long, 461\,s. A plate 200\,\textmu m thick lasts $-100\ln(1-200/324)=96$\,s. The initial rate of 3.24\,\textmu m/s, if kept constant, would predict 62\,s. For this plate the decision posed at the start matters.

Here $\varepsilon=0.005$ and $t_{\rm film}=0.05$\,s. A numerical solution of \eqref{film} with the bath, starting from a solute-free film, gives a largest deviation from \eqref{law} of 0.10\,\% of $c_s$, as \eqref{error} predicts. At $\varepsilon=2$ the deviation reaches 29\,\% of $c_s$, and the single exponential of \eqref{law} is no longer useful.

With $\phi_s=0.032$, equation \eqref{full} raises the final recession from 324 to 335\,\textmu m. The time to reach 90\,\% of the final value rises from 230 to 236\,s. The 200\,\textmu m plate, however, dissolves slightly sooner: with this flow and the filling of the film included, its life falls from 96 to about 92\,s. Copper diffusing into the iron lattice would penetrate about $\sqrt{D_{\rm Fe}\tau}=1$\,\textmu m during $\tau$ if the surface stood still, even with a generous solid diffusivity $D_{\rm Fe}=10^{-10}$\,cm$^2$/s. The recession keeps this layer thinner still, and it is small beside the 205\,\textmu m dissolved in that time. Liquid copper can, however, penetrate much deeper along the grain boundaries of iron and steel. The model does not include that form of damage. If the flat face were replaced by the side of a rod of radius 1\,cm, a recession of 324\,\textmu m would reduce the area by 3.2\,\%.

Temperature changes the solubility. For a dilute solution in equilibrium with a nearly pure solid, $k_BT\ln c_s$ equals minus the standard free energy of solution, up to a term linear in $T$ set by the unit of $c_s$. With a constant heat of solution $\Delta H$ this gives $c_s\propto e^{-\Delta H/k_BT}$. For $\Delta H=0.7$\,eV per atom, a bath 10\,K hotter has a solubility 4.2\,\% higher, and $h_\infty$ rises by the same fraction. This $\Delta H$ is a rough value, and iron in equilibrium with the liquid holds several per cent of copper, so for the real system the rise is better read as 4 to 5\,\%.

Dissolution also absorbs heat: $\Delta H\,N_Ac_s/M=290$\,J per cm$^3$ of liquid up to saturation, where $M=55.85$\,g/mol and $N_A$ is Avogadro's constant. Just after the film has filled, holding the temperature takes about $290/100=2.9$\,W/cm$^3$; during the filling, a fraction of a second, the demand is higher. If the liquid alone supplied the heat, with a capacity of 4\,J/(cm$^3$\,K), it would cool by 57\,K, even allowing for the falling solubility. That exceeds the margin of about 40\,K above the melting point of pure copper, and the iron-saturated liquid starts to freeze earlier still, at the peritectic near 1370\,K, about 30\,K below the bath temperature. The estimate omits freezing and the heat stored in the iron. It also uses the same $\Delta H$ for the heat and for the slope of the solubility, which neglects how the heat of solution varies with the iron concentration. A regular-solution estimate with an interaction energy of 0.40 to 0.45\,eV and the same slope of the solubility lowers the heat by about a fifth and the cooling to about 47\,K. Either way, the constant temperature assumed in \eqref{law} requires a substantial supply of heat.

The materials and temperature are those of copper brazing of steel, and iron and copper form no intermetallic layer that would add a resistance at the surface. The bath depth, however, is far from that of a brazed joint, whose liquid layer is typically tens of micrometres thick or less. Such a layer has no stirred bulk, so \eqref{law} does not describe its time course. If the liquid starts as pure copper, stays at uniform temperature and is not renewed, the mass balance still limits the uniform loss: for 25\,\textmu m of liquid per face, $h_\infty=0.0324\times25\approx0.8$\,\textmu m. Where fresh copper flows past, as near the entry of a joint, this bound does not apply and the loss can be larger. The example represents immersion in a deep bath. There $\delta$ depends strongly on the stirring and has to be determined for the bath at hand; doubling it at fixed $D$ and $V/A$ doubles $\tau$ to 200\,s and leaves $h_\infty$ unchanged. The remaining inputs and results are in the numerical output.

\section*{Computed values}
\begin{verbatim}
INPUTS (rough typical values, iron in liquid copper)
Temperature: 1400 K
Diffusivity in liquid D: 5.0e-05 cm2/s
Film thickness delta: 50 um
Bath depth V/A: 1.0 cm
Saturation c_s: 0.24 g/cm3; start c_0: 0 g/cm3
Density of solid: 7.4 g/cm3
Heat of solution: 0.7 eV per atom
Molar mass of iron: 55.85 g/mol
Heat capacity of liquid: 4.0 J/(cm3 K)
Melting point of copper: 1360 K
RESULTS
Mass-transfer coefficient k: 0.0100 cm/s
Time constant tau: 100.0 s = 1.67 min
Initial flux k c_s: 2.40e-03 g/(cm2 s)
Initial slope dc/dt: 2.40e-03 g/(cm3 s)
t = 50 s: c = 0.0944 g/cm3, recession = 127.6 um
t = 100 s: c = 0.1517 g/cm3, recession = 205.0 um
t = 200 s: c = 0.2075 g/cm3, recession = 280.4 um
t = 300 s: c = 0.2281 g/cm3, recession = 308.2 um
Time to 90 % of saturation: 230.3 s
Time to 99 % of saturation: 460.5 s
Final recession: 324.3 um
Life of a 200 um plate: 95.9 s
Bath concentration then: 0.1480 g/cm3
NEGLECTED EFFECTS
Film-to-bulk volume ratio eps: 0.0050
Film relaxation time: 0.051 s
Largest film error in c/c_s: 0.101 %
Largest error at eps = 2: 29.2 %
Solute volume fraction at saturation: 0.0324
Final recession, finite conc.: 335.2 um
Time to 90 % of it, finite conc.: 236.5 s
Change of c_s for +10 K: 4.2 %
Heat to saturate at fixed T: 290 J/cm3
Initial heating power needed: 2.90 W/cm3
Cooling if liquid alone gives heat: 57 K
Margin above copper melting: 40 K
Copper diffusivity in solid iron: 1e-10 cm2/s
Copper depth in iron after tau: 1.0 um
Area loss, rod of radius 1 cm: 3.2 %
\end{verbatim}
